# Closed Form of the Occupied–Virtual Orbital Rotation from the SVD

## What symmetry fixes

Let $n_o$ occupied and $n_v$ virtual orbitals be mixed by the matrix $\exp(\kappa)$, where

$$\kappa(X)=\begin{pmatrix}0&-X^\dagger\\ X&0\end{pmatrix}$$

and $X$ is an arbitrary complex $n_v\times n_o$ block. An exponent has no dimension, so the entries of $X$ are pure numbers. The entries themselves are not rotation angles in general; the singular values of $X$ will turn out to be the angles, in radians. Two symmetries restrict how $\exp(\kappa)$ can depend on them.

First, let $J=\mathrm{diag}(1,-1)$ change the sign of all virtual orbitals. Then $J\kappa J=-\kappa$, and since $J^2=1$, $J\exp(\kappa)J=\exp(-\kappa)$. Conjugation by $J$ leaves the diagonal blocks alone and reverses the off-diagonal ones. The diagonal blocks of $\exp(\kappa)$ are therefore even in $X$, and the off-diagonal blocks are odd.

Second, let $Q=\mathrm{diag}(A,B)$ rotate the occupied orbitals among themselves by a unitary $A$ and the virtual ones by a unitary $B$. Multiplying out the blocks gives

$$Q^\dagger\kappa(X)Q=\kappa(B^\dagger XA),\qquad Q^\dagger e^{\kappa(X)}Q=e^{\kappa(B^\dagger XA)}.$$

The singular value decomposition (SVD) supplies $A$ and $B$ for which $B^\dagger XA$ is zero except for numbers $\sigma_k\ge0$ on its diagonal. Each $\sigma_k$ then couples one occupied orbital to one virtual orbital, and the problem separates into planes. In each plane the generator is $\sigma_k\begin{pmatrix}0&-1\\1&0\end{pmatrix}$, whose exponential is a rotation by $\sigma_k$. The answer must consist of cosines in the diagonal blocks and sines in the off-diagonal blocks, with the identity on orbitals that have no partner.

## Conventions and result

The orbital coefficients are $C=(C_o,C_v)$, with $C^\dagger SC=1$ and $S$ the overlap matrix of the basis. The new orbitals are $C'=C\exp(\kappa)$. Because $\kappa^\dagger=-\kappa$, $\exp(\kappa)$ is unitary and $C'^\dagger SC'=1$.

Let $r=\min(n_o,n_v)$. The thin SVD is

$$X=U\Sigma V^\dagger,\qquad U^\dagger U=V^\dagger V=1_r,\qquad \Sigma=\mathrm{diag}(\sigma_1,\dots,\sigma_r).$$

Here $U$ is $n_v\times r$ and $V$ is $n_o\times r$. The products $UU^\dagger$ and $VV^\dagger$ are projectors, and each equals the identity only if the corresponding matrix is square. The result to be derived is

$$e^\kappa=\begin{pmatrix}K_o&-L^\dagger\\ L&K_v\end{pmatrix},\qquad L=U\sin\Sigma\,V^\dagger,\tag{1}$$

$$K_o=1+V(\cos\Sigma-1)V^\dagger,\qquad K_v=1+U(\cos\Sigma-1)U^\dagger.\tag{2}$$

Writing $K_o=V\cos\Sigma\,V^\dagger+(1-VV^\dagger)$ separates the rotated directions from the untouched ones.

## Summing the exponential series

Block multiplication gives

$$\kappa^2=\begin{pmatrix}-X^\dagger X&0\\0&-XX^\dagger\end{pmatrix}.$$

The minus sign comes from the antihermiticity of $\kappa$; it will produce trigonometric rather than hyperbolic functions. Taking powers, and multiplying once more by $\kappa$ from the left,

$$\kappa^{2m}=(-1)^m\begin{pmatrix}(X^\dagger X)^m&0\\0&(XX^\dagger)^m\end{pmatrix},$$

$$\kappa^{2m+1}=(-1)^m\begin{pmatrix}0&-X^\dagger(XX^\dagger)^m\\ X(X^\dagger X)^m&0\end{pmatrix}.$$

Now insert the SVD. Since $U^\dagger U=1_r$, $X^\dagger X=V\Sigma U^\dagger U\Sigma V^\dagger=V\Sigma^2V^\dagger$. Since $V^\dagger V=1_r$, repeated multiplication gives

$$(X^\dagger X)^m=V\Sigma^{2m}V^\dagger\quad(m\ge1),\qquad X(X^\dagger X)^m=U\Sigma^{2m+1}V^\dagger\quad(m\ge0).$$

The case $m=0$ of the first formula is different: $(X^\dagger X)^0$ is the full identity, not $VV^\dagger$. The occupied block is therefore

$$K_o=1+V\Big[\sum_{m\ge1}\frac{(-1)^m\Sigma^{2m}}{(2m)!}\Big]V^\dagger=1+V(\cos\Sigma-1)V^\dagger.$$

The virtual block follows in the same way from $XX^\dagger=U\Sigma^2U^\dagger$. The lower left block is

$$L=U\Big[\sum_{m\ge0}\frac{(-1)^m\Sigma^{2m+1}}{(2m+1)!}\Big]V^\dagger=U\sin\Sigma\,V^\dagger.$$

The upper right block contains $-X^\dagger(XX^\dagger)^m=-V\Sigma^{2m+1}U^\dagger$ and sums to $-L^\dagger$. This proves (1) and (2) for every shape and rank of $X$. If singular values coincide, $U$ and $V$ are not unique, but the blocks are, because the series depends on $X$ alone.

The derivation needs a pure occupied–virtual generator. If $\kappa$ also had diagonal blocks $a$ and $b$, the lower left block of $\kappa^2$ would be $Xa+bX$. The even powers would then generally not be block diagonal, and the sum above would fail.

## A case that can be followed by hand

Take two occupied and three virtual orbitals, with

$$X=\begin{pmatrix}0.5&0.2\\0.2&0.5\\0&0\end{pmatrix}.$$

Acting on $v_{1,2}=(1,\pm1)^T/\sqrt2$ gives $Xv_1=0.7\,u_1$ and $Xv_2=0.3\,u_2$, where $u_{1,2}=(1,\pm1,0)^T/\sqrt2$. Hence $\sigma_1=0.7$ and $\sigma_2=0.3$ rad. The cosines are 0.764842 and 0.955336, and the sines are 0.644218 and 0.295520.

Here $V$ is square, so $K_o=V\cos\Sigma V^T$. Its diagonal elements are half the sum of the cosines, and its off-diagonal elements are half their difference:

$$K_o=\begin{pmatrix}0.860089&-0.095247\\-0.095247&0.860089\end{pmatrix}.$$

The same combinations of the sines give

$$L=\begin{pmatrix}0.469869&0.174349\\0.174349&0.469869\\0&0\end{pmatrix}.$$

The third virtual orbital has no partner. Its diagonal element in $K_v$ is 1, which comes from the identity in (2); $U\cos\Sigma U^T$ alone would give 0 there and destroy unitarity.

## Paired orbitals and limiting cases

The first block column of (1) gives the new occupied orbitals,

$$C'_o=C_oK_o+C_vL.$$

Multiply by $V$ from the right and use $V^\dagger V=1_r$. Then $K_oV=V\cos\Sigma$ and $LV=U\sin\Sigma$, so that

$$C'_oV=(C_oV)\cos\Sigma+(C_vU)\sin\Sigma.$$

With $o_k$ and $v_k$ the columns of $C_oV$ and $C_vU$, this reads

$$o_k'=o_k\cos\sigma_k+v_k\sin\sigma_k.\tag{3}$$

Each occupied partner turns in its own plane. Occupied directions orthogonal to the columns of $V$ stay where they are.

For small $X$, expansion to second order gives $C'_o\approx C_o(1-\tfrac12X^\dagger X)+C_vX$. Keeping only the first-order orbitals $C_o+C_vX$ gives the overlap $1+X^\dagger X$, so orthonormality is lost at second order.

For one occupied orbital, $X$ is a column $x$ with the single singular value $\|x\|$, and the new orbital is $C_o\cos\|x\|+C_v x\,\sin\|x\|/\|x\|$. At $\sigma_k=\pi/2$ an occupied orbital is completely replaced by its virtual partner.

## When the singular values are principal angles

Principal angles $\theta_k$ between two subspaces of equal dimension lie in $[0,\pi/2]$. Their cosines are the singular values of the overlap matrix between orthonormal bases of the subspaces. For the old and new occupied spaces this matrix is

$$C_o^\dagger SC'_o=C_o^\dagger S(C_oK_o+C_vL)=K_o.$$

$K_o$ is Hermitian, with eigenvalue $\cos\sigma_k$ on column $k$ of $V$ and eigenvalue 1 on the $n_o-r$ remaining directions. The singular values of a Hermitian matrix are the absolute values of its eigenvalues. Hence

$$\theta_k=\arccos|\cos\sigma_k|,\tag{4}$$

together with $n_o-r$ zero angles. The singular values of $X$ are themselves principal angles if and only if all $\sigma_k\le\pi/2$. A rotation by $\sigma=2$ rad, for example, gives the principal angle $\pi-2=1.1416$ rad: the orbital has turned past the perpendicular, and its line is approaching the old line from the other side.

The angles also measure the change of the density. In an orthonormal basis of the plane $(o_k,v_k)$, with $c=\cos\sigma_k$ and $s=\sin\sigma_k$, the new projector minus the old one is

$$\begin{pmatrix}c^2&cs\\cs&s^2\end{pmatrix}-\begin{pmatrix}1&0\\0&0\end{pmatrix}=\begin{pmatrix}-s^2&cs\\cs&s^2\end{pmatrix}.$$

The trace is zero and the determinant is $-s^4-c^2s^2=-s^2$. The eigenvalues are therefore $\pm\sin\theta_k$, since $|s|=\sin\theta_k$. With two electrons per spatial orbital, the number of electrons found outside the old occupied space is

$$n_{\rm moved}=2\,\mathrm{Tr}\,L^\dagger L=2\sum_k\sin^2\sigma_k.\tag{5}$$

The overlap of two determinants is the determinant of their occupied overlap matrix. For each spin this is $\det K_o=\prod_k\cos\sigma_k$, so for a real closed-shell determinant, with both spins,

$$\langle\Phi|\Phi'\rangle=\prod_k\cos^2\sigma_k.\tag{6}$$

## Finding the generator between two given spaces

Suppose target orbitals $C'_o$ are given, for instance from a converged self-consistent-field (SCF) calculation. Their occupied space matters, but their ordering and internal mixing do not. Define

$$M=C_o^\dagger SC'_o,\qquad N=C_v^\dagger SC'_o,$$

so that $C'_o=C_oM+C_vN$. If some $X$ reaches the target space, then $M=K_oW$ and $N=LW$ with an unknown unitary $W$. Assume that $M$ is invertible. Then $W$ cancels:

$$T\equiv NM^{-1}=LK_o^{-1}=U\sin\Sigma V^\dagger\big[V(\cos\Sigma)^{-1}V^\dagger+1-VV^\dagger\big].$$

Because $V^\dagger(1-VV^\dagger)=0$, this reduces to

$$T=U\tan\Sigma\,V^\dagger.\tag{7}$$

To construct $X$, compute the SVD $T=U\tau V^\dagger$ and set

$$X=U\arctan(\tau)V^\dagger.$$

This $X$ does reach the target. Its singular values lie below $\pi/2$, so $K_o$ is invertible, and $TK_o=U\tan\Sigma\cos\Sigma V^\dagger=L$. Therefore

$$C_oK_o+C_vL=(C_o+C_vT)K_o,\qquad C'_o=(C_o+C_vT)M.$$

Both sets span the space of $C_o+C_vT$.

The solution is unique among generators with all $\sigma_k<\pi/2$. Any such generator must satisfy (7) with the same $T$, and the tangent is one-to-one on $[0,\pi/2)$. Without this restriction uniqueness is lost. Replacing $\sigma_k$ by $\sigma_k-\pi$ changes the sign of both cosine and sine in (3), so $o'_k$ becomes $-o'_k$ and the space is the same.

If $M$ is singular, at least one principal angle is $\pi/2$ and $T$ does not exist. A rotation still connects the spaces: the target is a limit of spaces with invertible $M$, whose generators have all $\sigma_k<\pi/2$ and so lie in a bounded set, and a convergent subsequence of them gives an $X$ with all $\sigma_k\le\pi/2$ that reaches the target by continuity of the exponential. However, $+\pi/2$ and $-\pi/2$ in that plane serve equally well, so there is no unique choice.

## Gradient and curvature along the rotation

Now take real orbitals and closed-shell Hartree–Fock theory. Let $P=C_oC_o^T$, half the spin-summed density matrix. The energy is

$$E=E_{\rm nuc}+2\,\mathrm{Tr}\,hP+\mathrm{Tr}\,P\,G(P),$$

$$G(P)_{pq}=\sum_{rs}[2(pq|rs)-(pr|qs)]P_{rs},$$

where $h$ is the one-electron matrix and $(pq|rs)$ are two-electron integrals in charge-density order. The Fock matrix is $F=h+G(P)$.

Follow the path $C(t)=Ce^{t\kappa}$. With $\Pi=\mathrm{diag}(1,0)$ selecting the occupied columns, $P(t)=Ce^{t\kappa}\Pi e^{-t\kappa}C^T$. Since $\kappa$ commutes with $e^{t\kappa}$, differentiation gives

$$P'=C(t)[\kappa,\Pi]C(t)^T,\qquad P''=C(t)[\kappa,[\kappa,\Pi]]C(t)^T.$$

The commutators follow from block multiplication:

$$[\kappa,\Pi]=\begin{pmatrix}0&X^T\\X&0\end{pmatrix},\qquad [\kappa,[\kappa,\Pi]]=\begin{pmatrix}-2X^TX&0\\0&2XX^T\end{pmatrix}.$$

$G$ is linear, and the permutation symmetry of real integrals gives $\mathrm{Tr}\,A\,G(B)=\mathrm{Tr}\,B\,G(A)$ for symmetric $A$ and $B$. The two derivatives of $\mathrm{Tr}\,P\,G(P)$ are thus equal, and

$$E'=2\,\mathrm{Tr}\,hP'+2\,\mathrm{Tr}\,P'G(P)=2\,\mathrm{Tr}\,FP'.$$

Let $F_{vo}$, $F_{oo}$ and $F_{vv}$ denote blocks of $F$ in the moving orbitals $C(t)$. The two off-diagonal blocks of $P'$ contribute equally, hence

$$E'(t)=4\,\mathrm{Tr}\,X^TF_{vo}(t).\tag{8}$$

At $t=0$ this identifies the orbital gradient as $\partial E/\partial X_{ai}=4F_{ai}$, with $a$ virtual and $i$ occupied. Of the factor 4, one 2 comes from spin and the other from the two blocks of $P'$.

Differentiating once more, with $F'=G(P')$,

$$E''=2\,\mathrm{Tr}\,FP''+2\,\mathrm{Tr}\,P'G(P'),$$

$$E''=4\big[\mathrm{Tr}\,F_{vv}XX^T-\mathrm{Tr}\,F_{oo}X^TX\big]+2\,\mathrm{Tr}\,P'G(P').\tag{9}$$

The first part is the cost of promotion at fixed Fock matrix. The second is the response of the Fock matrix to the changing density.

To read off the Hessian at $t=0$, write $P'$ in orbital indices: $P'_{ai}=P'_{ia}=X_{ai}$. The Coulomb part of $\mathrm{Tr}\,P'G(P')$ has four equal index placements with weight 2, giving $8(ai|bj)$. The exchange part gives $-2(ab|ij)-2(aj|ib)$. Including the prefactor 2 in (9),

$$H_{ai,bj}=4(\delta_{ij}F_{ab}-\delta_{ab}F_{ij})+4\big[4(ai|bj)-(ab|ij)-(aj|ib)\big],$$

and $E''(0)=\sum_{aibj}X_{ai}H_{ai,bj}X_{bj}$.

Equations (8) and (9) hold at every $t$ for motion along the fixed $X$. They do not give derivatives with respect to an arbitrary change of $X$ at finite $X$: such a change need not commute with $\kappa$, and the commutation was used above.

## Water: from the core guess to the SCF solution

Consider water in the STO-3G basis, with chosen O–H length 0.96 Å and angle 104.5°. There are five occupied and two virtual orbitals, so $r=2$ and at least three occupied directions are common to any two occupied spaces. The starting orbitals diagonalize $h$; the target is the converged Hartree–Fock solution. Equation (7) gives

- pair 1: $\tan\sigma_1=0.803264$, so $\sigma_1=0.6767$ rad (38.77°);
- pair 2: $\tan\sigma_2=0.648619$, so $\sigma_2=0.5754$ rad (32.97°).

Both lie below $\pi/2$ and are principal angles. The sines are 0.626246 and 0.544174, and (5) gives

$$n_{\rm moved}=2(0.626246^2+0.544174^2)=1.3766.$$

About 1.38 of the ten electrons lie outside the guessed occupied space. With the cosines 0.779626 and 0.838973, (6) gives the determinant overlap

$$(0.779626\times0.838973)^2=0.4278.$$

The Frobenius norm of $X$ is $(\sigma_1^2+\sigma_2^2)^{1/2}=0.8883$ rad. Shifting $\sigma_1$ by $-\pi$ reaches the same SCF space with norm 2.5311 rad.

Along the shorter rotation the energy and its derivatives, all in hartree because $t$ is dimensionless, are:

| $t$ | $E$ | $E'$ | $E''$ |
|---:|---:|---:|---:|
| 0 | −73.2339 | −2.4680 | −0.6992 |
| 0.25 | −73.8570 | −2.4483 | 0.9226 |
| 0.50 | −74.4215 | −1.9934 | 2.7010 |
| 0.75 | −74.8191 | −1.1279 | 4.1214 |
| 1 | −74.9633 | 0.0000 | 4.7419 |

The total lowering is 1.7294 hartree. These numbers describe the distance from the core guess in this minimal basis and change strongly with the basis. In 6-31G and cc-pVDZ all five principal angles are nonzero, the largest being 43.5° and 44.3°. There $n_{\rm moved}$ is 2.75 and 2.83, the determinant overlap is 0.18 and 0.16, the lowering is 6.36 and 7.15 hartree, and $E''(0)$ is $-6.43$ and $-7.13$ hartree. In both bases the angles stay below $\pi/2$ and the curvature at the guess stays negative. The slope vanishes at $t=1$ because $F_{vo}=0$ at self-consistency.

At the guess the curvature along this path is negative. The local quadratic model $E(0)+E'(0)t+\tfrac12E''(0)t^2$ therefore has no minimum. At $t=1$ it predicts

$$-73.2339-2.4680-0.3496=-76.0515\ \text{hartree},$$

from the rounded terms ($-76.0516$ from the unrounded ones), which is 1.088 hartree below the actual energy there. At $t=0.75$ the curvature is positive, and a one-dimensional Newton step is $1.1279/4.1214=0.274$. It leads to $t=1.024$, close to the stationary point at $t=1$.

At $t=1$ the two parts of (9) are 4.4139 hartree from the Fock matrix and 0.3280 hartree from the two-electron response. Their sum, 4.7419 hartree, shows that the energy rises to second order along this direction. It does not establish a minimum in all directions, which would require the full Hessian to be positive.

The numerical check compares (1) and (2) with a general matrix exponential, and (8) and (9) with finite differences of the energy.

## Values computed for the example and the checks

```
largest error of closed form, complex test blocks: 1.3e-15
hand example, rows of X (rad): [[0.5, 0.2], [0.2, 0.5], [0.0, 0.0]]
hand example, singular values (rad): 0.7000 0.3000
hand example, cosines: 0.764842 0.955336
hand example, sines: 0.644218 0.295520
hand example, exp(kappa), occupied orbitals first:
   0.860089 -0.095247 -0.469869 -0.174349  0.000000
  -0.095247  0.860089 -0.174349 -0.469869  0.000000
   0.469869  0.174349  0.860089 -0.095247  0.000000
   0.174349  0.469869 -0.095247  0.860089  0.000000
   0.000000  0.000000  0.000000  0.000000  1.000000
folding: sigma = 2.0000 rad, principal angle = 1.1416 rad
water: O-H = 0.96 angstrom, H-O-H = 104.5 degrees, STO-3G
water: occupied orbitals = 5, virtual orbitals = 2
SCF iterations used: 30
pair 1: tan = 0.803264, sigma = 0.676728 rad = 38.774 degrees
pair 1: cos = 0.779626, sin = 0.626246
pair 2: tan = 0.648619, sigma = 0.575404 rad = 32.968 degrees
pair 2: cos = 0.838973, sin = 0.544174
electrons moved out of old occupied space: 1.376617
overlap of the two closed-shell determinants: 0.427827
Frobenius norm of X: 0.888285 rad
norm of X with first sigma shifted by -pi: 2.531135 rad
path: t, energy (hartree), slope (hartree), curvature (hartree)
  0.00  -73.233933  -2.468048  -0.699224
  0.25  -73.856965  -2.448338  0.922593
  0.50  -74.421488  -1.993378  2.700991
  0.75  -74.819083  -1.127881  4.121440
  1.00  -74.963319  0.000000  4.741938
curvature at t = 1, orbital-energy part: 4.413938 hartree
curvature at t = 1, two-electron response part: 0.328000 hartree
energy lowering from guess to SCF: 1.729386 hartree
```
